\section*{A minimal residual method for Green's functions of Hermitian matrices, part 2}

We solve $(z-H)x=b$ for $G(z)=b^\dagger(z-H)^{-1}b$, with $H$ Hermitian ($N\times N$) and $z=E+i\eta$. Conventions: $A=z-H$ nonsingular, $\langle u,v\rangle=u^\dagger v$, $x_0=0$, exact arithmetic unless stated; lattice energies are in eV.

Arnoldi on $A$ gives orthonormal $u_j$ with $\mathrm{span}\{u_1,\dots,u_j\}=\mathcal K_j=\mathrm{span}\{b,\dots,A^{j-1}b\}$ and $h_{ij}=\langle u_i,Au_j\rangle$. If $A^\dagger=\pi_s(A)$, a polynomial of degree $s$, $A$ is called normal($s$) and
\begin{equation}\label{band}
h_{ij}=\langle A^\dagger u_i,u_j\rangle=\langle \pi_s(A)u_i,u_j\rangle=0\qquad (j>i+s),
\end{equation}
Here
\begin{equation}\label{adj}
A^\dagger=\bar z-H=(z-H)-(z-\bar z)=A-2i\eta ,
\end{equation}
so $A$ is normal(1). Apart from multiples of the identity, every normal(1) matrix is $e^{i\theta}(z-H)$ with some Hermitian $H$.

Lanczos on $H$ has $v_1=b/\|b\|$, $\beta_0=0$, real $\alpha_j=\langle v_j,Hv_j\rangle$, $\beta_j\ge0$:
\begin{equation}\label{lanczos}
\beta_jv_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1}.
\end{equation}
With $V_m=[v_1,\dots,v_m]$, $\underline T_m$ the $(m+1)\times m$ tridiagonal matrix of $\alpha_j,\beta_j$, $T_m$ its upper square block, and $\underline I_m$ the identity plus a zero row,
\begin{equation}\label{AV}
AV_m=V_{m+1}M_m,\qquad M_m=z\underline I_m-\underline T_m .
\end{equation}
The method minimizes, over $x=V_my$,
\begin{equation}\label{ls}
\|b-Ax\|=\bigl\|\,\|b\|e_1-M_my\,\bigr\| .
\end{equation}
Unitary rotations, with product $Q_m$, make $M_m$ upper triangular. With $c_0=c_{-1}=1$, $s_0=s_{-1}=0$,
\begin{align}
\epsilon_j&=-s_{j-2}\beta_{j-1}, & \delta'_j&=-c_{j-2}\beta_{j-1},\label{rot1}\\
\delta_j&=\bar c_{j-1}\delta'_j+s_{j-1}(z-\alpha_j), & \gamma_j&=-s_{j-1}\delta'_j+c_{j-1}(z-\alpha_j).\label{rot2}
\end{align}
\begin{equation}\label{rot3}
\rho_j=\sqrt{|\gamma_j|^2+\beta_j^2},\qquad c_j=\frac{\gamma_j}{\rho_j},\qquad s_j=-\frac{\beta_j}{\rho_j}.
\end{equation}
The minimizer $x_m$ has residual $r_m=b-Ax_m$, $\|r_m\|=\phi_m$, where $\phi_0=\|b\|$ and $\phi_j=-s_j\phi_{j-1}$.

Residuals over $\mathcal K_m$ are $p(H)b$ with $\deg p\le m$, $p(z)=1$. Real polynomials $q_k$, with $q_0=1$, $q_{-1}=0$, $v_{k+1}=q_k(H)v_1$, obey
\begin{equation}\label{q}
\beta_{k+1}q_{k+1}(\lambda)=(\lambda-\alpha_{k+1})q_k(\lambda)-\beta_kq_{k-1}(\lambda).
\end{equation}
The zeros of $q_m$ are the eigenvalues of $T_m$. With $K_m=\sum_{k=0}^m|q_k(z)|^2$, before termination,
\begin{equation}\label{chris}
r_m=\frac{\|b\|}{K_m}\sum_{k=0}^m\overline{q_k(z)}\,v_{k+1},\qquad \phi_m=\frac{\|b\|}{\sqrt{K_m}} .
\end{equation}
\begin{equation}\label{sc}
s_m^2=\frac{K_{m-1}}{K_m},\qquad |c_m|^2=\frac{|q_m(z)|^2}{K_m},\qquad \frac{|\gamma_m|}{\beta_m}=\frac{|c_m|}{|s_m|}=\frac{|q_m(z)|}{\sqrt{K_{m-1}}}.
\end{equation}
The Galerkin residual $r_m^G$, from $(z-T_m)y=\|b\|e_1$, obeys $\|r_m^G\|=\|b\|/|q_m(z)|=\phi_m/|c_m|$ and $r_m=s_m^2\,r_{m-1}+|c_m|^2\,r_m^G$.

The program's random matrix is complex Hermitian, $N=200$, $z=0.3+0.2i$. The misfit is that of the best fit $A^\dagger\approx aA+c$, in Frobenius norm relative to $\|A^\dagger\|_F$. The normal(2) test matrix is diagonal, with entries $0,1,\omega,\omega^2$, $\omega=e^{2\pi i/3}$.

\section{Stagnation and convergence}

\textit{Q.} Then the method can stall, as it does for indefinite Hermitian systems.

\textit{A.} For real $z$ it can. A step gains nothing exactly when $q_m(z)=0$, that is, when $z$ is an eigenvalue of $T_m$; the simplest case is $z=\alpha_1$, where $\gamma_1=0$, $c_1=0$ and $\phi_1=\phi_0$. Two such steps cannot follow each other, since $q_m(z)=q_{m-1}(z)=0$ in \eqref{q} would propagate down to $q_0=0$. For $\eta\ne0$ there is a definite gain at each step. Write \eqref{q} at $\lambda=z$ as $zq_k=\beta_{k+1}q_{k+1}+\alpha_{k+1}q_k+\beta_kq_{k-1}$, multiply by $\bar q_k$ and take the imaginary part. The $\alpha$ term is real and drops out, and $\mathrm{Im}(q_{k-1}\bar q_k)=-\mathrm{Im}(q_k\bar q_{k-1})$, so
\begin{equation}
\eta|q_k|^2=\beta_{k+1}\,\mathrm{Im}(q_{k+1}\bar q_k)-\beta_k\,\mathrm{Im}(q_k\bar q_{k-1}).
\end{equation}
The sum over $k=0,\dots,m-1$ telescopes to the Christoffel--Darboux identity
\begin{equation}\label{cd}
\eta K_{m-1}=\beta_m\,\mathrm{Im}(q_m\bar q_{m-1}).
\end{equation}
Hence $|\eta|K_{m-1}\le\beta_m|q_m||q_{m-1}|\le\beta_m|q_m|\sqrt{K_{m-1}}$, as $|q_{m-1}|^2$ is one term of $K_{m-1}$. By \eqref{sc} this says $|\gamma_m|\ge|\eta|$, and then $\rho_m^2\ge\eta^2+\beta_m^2$ gives
\begin{equation}\label{ratio}
\frac{\phi_m}{\phi_{m-1}}\le\frac{\beta_m}{\sqrt{\beta_m^2+\eta^2}}<1 .
\end{equation}
For $|\eta|\ll\beta_m$ the guaranteed factor is $1-\eta^2/2\beta_m^2$ to leading order. It excludes stalling but is second order in $\eta$.

\textit{Q.} Second order in $\eta$ would be a slow method. Is the rate really that poor?

\textit{A.} Equation \eqref{ratio} limits the worst single step; over many steps a rate of first order in $\eta$ is guaranteed. In the eigenbasis of $H$, $\|p(H)b\|\le\|b\|\max_k|p(\lambda_k)|$, and $\phi_m$ is no larger than this for any admissible $p$. Let the spectrum lie in $[\lambda_{\min},\lambda_{\max}]$, with centre $\lambda_c$ and half-width $h$, and set $w=(z-\lambda_c)/h$. Take $p(\lambda)=\mathcal T_m((\lambda-\lambda_c)/h)/\mathcal T_m(w)$ with the Chebyshev polynomial $\mathcal T_m$. Let $u$ solve $u+u^{-1}=2w$. The sequence $f_m=(u^m+u^{-m})/2$ has $f_0=1$, $f_1=w$ and $2wf_m=f_{m+1}+f_{m-1}$, the Chebyshev recurrence, so $\mathcal T_m(w)=f_m$. For an argument $\cos\vartheta$ in $[-1,1]$, $u=e^{i\vartheta}$ and $|\mathcal T_m|=|\cos m\vartheta|\le1$. Conversely $|u|=1$ implies $w\in[-1,1]$, so for $w$ off this segment one of the two roots, whose product is 1, has modulus $R>1$. The triangle inequality gives $|\mathcal T_m(w)|\ge(R^m-R^{-m})/2$, and
\begin{equation}\label{cheb}
\frac{\phi_m}{\|b\|}\le\frac1{|\mathcal T_m(w)|}\le\frac{2}{R^m-R^{-m}} .
\end{equation}
With $u=e^{\kappa+i\vartheta}$, $w=\cosh\kappa\cos\vartheta+i\sinh\kappa\sin\vartheta$. For $E$ inside the interval and away from its ends, and small $\eta$, $\cos\vartheta\simeq\mathrm{Re}\,w$ and $\kappa|\sin\vartheta|\simeq|\mathrm{Im}\,w|$, so to leading order
\begin{equation}\label{kappa}
\ln R\simeq\frac{|\eta|}{\sqrt{h^2-(E-\lambda_c)^2}} .
\end{equation}
The number of steps that the bound guarantees scales as bandwidth over broadening, the number of features of width $\eta$ that a polynomial must resolve. As $\eta\to0$ inside the interval, $R\to1$ and the bound is empty; for real $z$ outside it, $R>1$ remains. The bound uses only the ends of the spectrum and ignores gaps and the weights of $b$.

\textit{Q.} I want $G$, not a small residual. What is the error of $G_m=b^\dagger x_m$?

\textit{A.} Since $x-x_m=A^{-1}r_m$, and $A^{-1}$ is normal with eigenvalues $1/(z-\lambda_k)$ of modulus at most $1/|\eta|$,
\begin{equation}\label{g1}
|G-G_m|=|b^\dagger A^{-1}r_m|\le\|b\|\,\|r_m\|/|\eta| .
\end{equation}
This holds for any approximate solution. For the minimal residual iterate one can do better. By \eqref{chris}, $G-G_m=(\|b\|^2/K_m)\sum_k\overline{q_k(z)}\,g_k$ with $g_k=v_1^\dagger A^{-1}v_{k+1}$. The quotient $\chi(\lambda)=[q_k(z)-q_k(\lambda)]/(z-\lambda)$ is a polynomial of degree $k-1$, so $q_k(z)A^{-1}=q_k(H)A^{-1}+\chi(H)$. The vector $\chi(H)^\dagger v_1$ lies in $\mathcal K_k$ and is orthogonal to $v_{k+1}$, and $v_1^\dagger q_k(H)=v_{k+1}^\dagger$ because $q_k$ is real. Hence $q_k(z)g_k=v_{k+1}^\dagger A^{-1}v_{k+1}$, of modulus at most $1/|\eta|$. Conjugating $q_k(z)$ does not change the modulus, there are $m+1$ terms, and $\|b\|^2/K_m=\phi_m^2$:
\begin{equation}\label{g2}
|G-G_m|\le(m+1)\,\phi_m^2/|\eta| .
\end{equation}
In exact arithmetic the diagonal element converges with the square of the residual. This holds for the element taken with the starting vector $b$; for a general element $a^\dagger x$ only the analogue of \eqref{g1} has been shown.

\section{A lattice Green's function}

\textit{Q.} Let me see numbers, on a matrix where a misplaced complex conjugate would show.

\textit{A.} Take a model: an open $30\times30$ square lattice, $N=900$, hopping $-t$ with $t=1$~eV, a magnetic flux of $1/3$ quantum per plaquette (the hop from $(n_x,n_y)$ to $(n_x,n_y+1)$ carries the phase $e^{2\pi in_x/3}$, so $H$ is complex), and on-site energy $\Delta(-1)^{n_x+n_y}$ with $\Delta=0.5$~eV. Let $b$ be the unit vector on site $(15,15)$ and $z=0.7+0.2i$~eV. The spectrum spans $[-2.7667,2.7667]$~eV. Forty steps of full Arnoldi on $z-H$ leave $\max_{j>i+1}|h_{ij}|=3.1\times10^{-16}$~eV.

The first coefficients follow by hand. Write $H=\Delta\Sigma+F$, with $\Sigma=\pm1$ on the two sublattices and $F$ the hopping, which connects only opposite sublattices. If $v_j$ lies on one sublattice, $\alpha_j=\pm\Delta$ cancels the on-site term in \eqref{lanczos} and $v_{j+1}$ lies on the other, so $\alpha_1,\alpha_2,\alpha_3=0.5,-0.5,0.5$~eV. Four neighbours give $\beta_1=\|Fb\|=2$~eV. Next, $\beta_2v_3=F^2b/2-2b$. The return amplitude of $F^2b$ is 4 and cancels; four sites two steps away in a straight line have modulus 1; four diagonal sites are reached by two paths that enclose a plaquette, with modulus $|1+e^{2\pi i/3}|=1$. So $\beta_2=\sqrt8/2=1.4142$~eV. The program gives $\beta_3=0.7071$~eV.

Step 1: $\gamma_1=z-\alpha_1=0.2+0.2i$, $\rho_1=\sqrt{0.08+4}=2.0199$, $c_1=0.0990(1+i)$, $s_1=-0.9901$, $\phi_1=2/2.0199=0.9901$. Step 2: $\delta'_2=-2$ and
\begin{align}
\gamma_2&=0.99015\,(-2)+0.0990(1+i)(1.2+0.2i)\nonumber\\
&=-1.9803+0.0990+0.1386i=-1.8813+0.1386i,
\end{align}
$\rho_2=\sqrt{3.5585+2}=2.3576$, $c_2=-0.7980+0.0588i$, $s_2=-0.5998$, $\phi_2=0.9901\times0.5998=0.5939$. Step 3: $\delta'_3=-c_1\beta_2=-0.1400(1+i)$ and
\begin{align}
\gamma_3&=0.5998\,(-0.1400)(1+i)+(-0.7980+0.0588i)(0.2+0.2i)\nonumber\\
&=-0.0840(1+i)-0.1714-0.1478i=-0.255-0.232i,
\end{align}
$\rho_3=0.7867$, $s_3=-0.7071/0.7867=-0.8988$, $\phi_3=0.5939\times0.8988=0.5338$. Here $\gamma$, $\delta'$ and $\rho$ are in eV, and $c$, $s$, $\phi$ are pure numbers.

The polynomial route gives $q_1=(0.2+0.2i)/2=0.1+0.1i$, $K_1=1.02$, $K_1^{-1/2}=0.9901$. Then $\beta_2q_2=(1.2+0.2i)(0.1+0.1i)-2=-1.9+0.14i$, $|q_2|^2=3.6296/2=1.8148$, $K_2=2.8348$, $K_2^{-1/2}=0.5939$. Identity \eqref{cd} at $m=2$ reads $0.2\times1.02=0.204$ on the left and $\mathrm{Im}[(-1.9+0.14i)(0.1-0.1i)]=0.19+0.014=0.204$ on the right. The step ratios $0.9901$, $0.5998$, $0.8988$ lie below their bounds \eqref{ratio}, $0.9950$, $0.9901$, $0.9623$; the first step gains little because $z$ is close to $\alpha_1$. With the real shift $z=\alpha_1=0.5$~eV the residual after one step is $1.000000$.

\begin{center}
\begin{tabular}{rcccc}
$m$&$\phi_m$&least squares&Galerkin&$1/|\mathcal T_m(w)|$\\
1&0.9901&0.9901&7.071&3.800\\
2&0.5939&0.5939&0.7423&1.129\\
3&0.5338&0.5338&1.218&1.373\\
10&0.2027&0.2027&0.6029&0.8581\\
20&0.03474&0.03474&0.04972&0.4660\\
40&0.003034&0.003034&0.005007&0.1010
\end{tabular}
\end{center}

The third column is the residual norm from a dense least-squares solution on a fully orthogonalized Arnoldi basis of $A$; it agrees with $\phi_m$ in all seven printed digits. The Galerkin residual is not monotone, and at $m=2$ it equals $1/|q_2|=1/1.3471=0.7423$. The Chebyshev bound exceeds 1, and is empty, in the first three rows and at some later steps ($m=4$, for instance): with $u=e^{\kappa+i\vartheta}$, $|\mathcal T_m(w)|^2=\cos^2m\vartheta+\sinh^2m\kappa$ oscillates while $m\kappa$ is small, and it is certain to exceed 1 only once $\sinh m\kappa>1$, which here means $m\ge12$. The numerical check, assert these agreements, the identities \eqref{chris} and \eqref{cd}, the relations for the Galerkin residual, and the inequalities \eqref{ratio}, \eqref{cheb} and \eqref{g1} at each of the first 40 steps on this lattice and of the first 25 steps on the random matrix, there with both signs of $\eta$.

\textit{Q.} How long does it take to converge, and is the bound any guide?

\textit{A.} Here $w=z/2.7667=0.25301+0.07229i$ and $R=1.07749$, so $\ln R=0.0746$; the leading-order form \eqref{kappa} gives $0.07229/\sqrt{1-0.25301^2}=0.0747$. The outer bound in \eqref{cheb} falls to $10^{-8}$ at $m\ge\ln(2\times10^8)/0.07463=256.1$, that is, at 257 steps. The method reaches $\phi_m\le10^{-8}$ at $m=143$. Most of the difference comes from the parts of the interval that hold no eigenvalues or only a few, where the polynomial need not be small throughout. One such part follows from $\Sigma F+F\Sigma=0$, which gives $H^2=\Delta^2+F^2$, so no eigenvalue has $|\lambda|<0.5$~eV. The wider ones are the gaps opened by the flux, $0.89<|\lambda|<2.05$~eV, which contain only 32 of the 900 states, with a total weight of $5\times10^{-6}$ on $b$. For evenly filled model spectra with equal weights the count is about 241 steps for the whole interval, 180 with the central gap removed, 153 with the flux gaps removed and 117 with both removed. The weights of $b$ matter little at this tolerance: the lattice eigenvalues with equal weights need 146 steps.

At $m=143$, $G_m=0.343063-1.082992i$~eV$^{-1}$, equal in all printed digits to $\sum_kw_k/(z-\lambda_k)$ from diagonalization, $w_k$ being the squared overlaps of $b$ with the eigenvectors. The local density of states, broadened by Lorentzians of half-width $\eta$, is
\begin{equation}
-\frac{\mathrm{Im}\,G}{\pi}=\sum_k\frac{w_k\,\eta/\pi}{(E-\lambda_k)^2+\eta^2}=\frac{1.0830}{\pi}=0.345\ \mathrm{eV}^{-1}.
\end{equation}
The absolute error of $G_m$ is $3.3\times10^{-16}$~eV$^{-1}$, eight orders below the bound \eqref{g1}, $9.218\times10^{-9}/0.2=4.6\times10^{-8}$~eV$^{-1}$. The quadratic bound \eqref{g2} accounts for most of the gap: $144\times(9.218\times10^{-9})^2/0.2=6.1\times10^{-14}$~eV$^{-1}$. The observed error respects it. It is of the size of rounding for a number of order one, but it is not mainly rounding: $|G-G_m|/\phi_m^2$ lies between $2.6$ and $2.9$~eV$^{-1}$ at $m=40$, $80$, $120$ and $143$, which at $m=143$ amounts to $2.5\times10^{-16}$~eV$^{-1}$. The slack in \eqref{g2} here is mainly the factor $m+1$. The program asserts \eqref{g1} only; \eqref{g2} rests on the derivation above.

One run of 400 products $Hv$ with five shifts, $\eta=0.2$~eV, gives densities of $0.300$, $0.050$, $0.063$, $0.053$ and $0.451$~eV$^{-1}$ at $E=-2.5$, $-0.7$, $0$, $1.5$, $2.5$~eV, with $\|x-x_{\rm exact}\|$ at most $4.0\times10^{-14}$~eV$^{-1}$ against diagonalization. The value at $E=0$, inside the central gap, consists of Lorentzian tails, and so, almost entirely, does the value at $E=1.5$~eV, which lies in a gap opened by the flux. The asymmetry between $+0.7$ and $-0.7$~eV comes from the sublattice. If $\Pi$ projects on the eigenspace $\lambda^2$ of $H^2$, the projectors on $\pm\lambda$ are $\Pi(1\pm H/\lambda)/2$. $\Pi$ is a function of $F^2$ and preserves the sublattice, so $b^\dagger\Pi Fb=0$, and the weights of $b$ at $\pm\lambda$ stand in the ratio $(\lambda+\Delta)/(\lambda-\Delta)$. This is 6 for $\lambda=0.7$~eV and larger closer to the gap edge; the broadened ratio is $0.3447/0.0505=6.8$. It is not the weight ratio at a single $\lambda$. Each density mixes neighbouring $\lambda$, and at $E=-0.7$~eV the Lorentzian tails of the heavily weighted states at positive energy supply $0.014$ of the $0.050$~eV$^{-1}$. If only the eigenvalues with the sign of $E$ are kept in the sum over $k$, the ratio is $9.5$.

\section{Where the structure is lost}

\textit{Q.} Lanczos vectors lose orthogonality in floating point, and \eqref{ls} used it.

\textit{A.} The equality $\|r_m\|=\phi_m$ and strict optimality do depend on it. Relation \eqref{AV}, however, only records the three-term recurrence, and it holds for the computed vectors up to local rounding. The algebra of the rotations then still gives $r_m=\phi_mV_{m+1}Q_m^\dagger e_{m+1}$ plus rounding terms. Each column of $V_{m+1}$ has unit norm, so $\|V_{m+1}\|_2\le\|V_{m+1}\|_F=\sqrt{m+1}$ and $\|r_m\|\le\sqrt{m+1}\,\phi_m$ apart from those terms. I have not bounded them; they set a floor below which $\phi_m$ no longer describes the true residual. The program asserts the inequality, with a small absolute allowance for the floor, over all 400 steps. In the example the largest entry of $V_m^\dagger V_m-I$ grows from $1.9\times10^{-15}$ at $m=40$ to $9.9\times10^{-12}$ at $m=143$, where $\phi_m$ and the true residual both read $9.218\times10^{-9}$. Up to this step the loss is mild, so the comparison says nothing about a severe loss of orthogonality. The later steps do not fill that gap: once $\sqrt{m+1}\,\phi_m$ is far below the allowance, the asserted inequality tests only the floor.

\textit{Q.} For small $\eta$ I would precondition, and for an open system I would add an absorbing potential. Does the method survive?

\textit{A.} In general neither change keeps \eqref{adj}. With a Hermitian absorber $W$, $A=z-H+iW$ has $A^\dagger=A-2i\eta-2iW$. For $j>i+1$ the first two terms drop out of \eqref{band}, and the factor $-2i$ leaves the left slot conjugated:
\begin{equation}
h_{ij}=2i\langle u_i,Wu_j\rangle ,
\end{equation}
which vanishes if $W=aH+c$ with real $a$ and $c$: then $A=(z+ic)-(1-ia)H$ is a complex multiple of a shifted Hermitian matrix, and for $a=0$ the change is a mere change of $\eta$. These are the only cases that stay normal(1) when $H$ is not a multiple of the identity: if $A=e^{i\theta}(z'-H')$, its Hermitian part gives $H=H'\cos\theta+\text{const}$, so $\cos\theta\neq0$, and its anti-Hermitian part gives $W=-H'\sin\theta+\text{const}=-H\tan\theta+\text{const}$. For any other $W$, such as a potential confined to part of the system, the entries have no reason to vanish. The anti-Hermitian part of a self-energy acts in the same way. With a positive definite preconditioner $D$, $A'=D^{-1/2}(z-H)D^{-1/2}$ has $A'^\dagger=A'-2i\eta D^{-1}$, so $h_{ij}=2i\eta\langle u_i,D^{-1}u_j\rangle$. The obstruction carries the factor $\eta$ and disappears for real $z$, where $A'$ is Hermitian. On the random matrix the program finds largest entries beyond the tridiagonal band of $0.067$ with an absorber and $0.026$ with a diagonal preconditioner, and relative misfits of $0.36$ and $0.12$.

One transformation of this kind restores the structure. In a non-orthogonal basis with overlap $S$ the system is $(zS-H)x=b$, and $S^{-1/2}(zS-H)S^{-1/2}=z-S^{-1/2}HS^{-1/2}$ is again a scalar shift of a Hermitian matrix. The method applies to $\tilde x=S^{1/2}x$, $\tilde b=S^{-1/2}b$. Its residual is $\tilde r=S^{-1/2}r$, so the quantity minimized is $r^\dagger S^{-1}r$ and not $r^\dagger r$.

\section*{Computed results}
\begin{verbatim}
random N=200, z=0.3+0.2i, 20 Arnoldi steps: max|h_ij| (j>i+1); misfit of A^+ = aA+c
  z-H: 1.4e-16 ; 1.4e-16
  exp(0.6i)(z-H): 1.4e-16 ; 3.6e-16
  normal, parabola spectrum: 8.2e-01 ; 5.8e-01
  non-normal, collinear spectrum: 1.1e-01 ; 5.1e-01
  absorbing potential: 6.7e-02 ; 3.6e-01
  diagonal preconditioner: 2.6e-02 ; 1.2e-01
normal(2) 4x4: |h13| = 0.562, |h14| = 1.3e-16
five eigenvalues: relative residual m=4: 0.450, m=5: 2.4e-14
lattice L=30, N=900, t=1.0 eV, flux=0.3333, stagger=0.5 eV, site=(15, 15)
z = 0.7+0.2i eV, ||b|| = 1.0, spectrum [-2.7667, 2.7667] eV
Arnoldi on z-H, 40 steps: max|h_ij| (j>i+1) = 3.1e-16 eV
j=1: alpha=0.5000 beta=2.0000 gamma=0.2000+0.2000j rho=2.0199 eV
     c=0.0990+0.0990j s=-0.9901 phi=0.990148 |q|=0.1414 K=1.0200 ratio bound=0.99504
j=2: alpha=-0.5000 beta=1.4142 gamma=-1.8813+0.1386j rho=2.3576 eV
     c=-0.7980+0.0588j s=-0.5998 phi=0.593935 |q|=1.3471 K=2.8348 ratio bound=0.99015
j=3: alpha=0.5000 beta=0.7071 gamma=-0.2553-0.2318j rho=0.7867 eV
     c=-0.3246-0.2947j s=-0.8988 phi=0.533824 |q|=0.8212 K=3.5092 ratio bound=0.96225
m: phi, least squares, Galerkin residual, 1/|T_m(w)| (dimensionless)
  1: 9.901475e-01 9.901475e-01 7.071068e+00 3.800354e+00
  2: 5.939348e-01 5.939348e-01 7.423105e-01 1.129367e+00
  3: 5.338238e-01 5.338238e-01 1.217731e+00 1.372605e+00
  10: 2.027453e-01 2.027453e-01 6.028773e-01 8.581079e-01
  20: 3.473710e-02 3.473710e-02 4.971723e-02 4.659914e-01
  40: 3.034058e-03 3.034058e-03 5.006643e-03 1.010307e-01
w = 0.25301+0.07229j, R = 1.07749; steps to 1e-08: actual 143, Chebyshev bound 257
at m=143: phi = 9.218e-09, true residual = 9.218e-09
orthogonality loss: m=40 1.9e-15, m=143 9.9e-12
G MINRES = 0.34306315-1.08299214j 1/eV, G diagonalization = 0.34306315-1.08299214j 1/eV
|G error| = 3.3e-16, bound 4.6e-08 1/eV
LDOS = -Im G/pi = 0.344727 1/eV
real z = 0.50 eV: residual after step 1 = 1.000000
five shifts, eta=0.2 eV, one run of 400 products Hv:
  E=-2.5 eV: LDOS=0.299780 1/eV, ||x-x_exact||=2.8e-14 1/eV
  E=-0.7 eV: LDOS=0.050462 1/eV, ||x-x_exact||=8.0e-15 1/eV
  E=+0.0 eV: LDOS=0.063491 1/eV, ||x-x_exact||=6.4e-15 1/eV
  E=+1.5 eV: LDOS=0.053467 1/eV, ||x-x_exact||=4.8e-15 1/eV
  E=+2.5 eV: LDOS=0.451079 1/eV, ||x-x_exact||=4.0e-14 1/eV
\end{verbatim}
